# Why shifted Bloch occupations exert no electromigration wind force

**Question.** A current in a metal is usually pictured as a Fermi sea shifted in wavevector. More electrons then move one way than the other, so one might expect them to push on the atoms. Why does this shift, applied to the Bloch states of a perfect nonmagnetic crystal, give no wind force, and what does a defect add that makes the force appear?

**Answer.**

## The force sees density, not velocity

Let $V(\mathbf r-\mathbf R)$ be the potential energy of an electron near an atom at $\mathbf R$. The force on the atom is minus the derivative of the energy with respect to $\mathbf R$. Since $\partial V/\partial\mathbf R=-\nabla V$,

$$\mathbf F=-\Big\langle\frac{\partial V}{\partial\mathbf R}\Big\rangle=\int n(\mathbf r)\,\nabla V(\mathbf r-\mathbf R)\,d^3r .$$

Only the electron density $n$ enters. A current can therefore push an atom through this term only if it changes the density around that atom.

Take a static lattice and independent electrons, and describe the current by a change $\delta f_\nu$ in the occupation of the perfect-crystal Bloch states $\nu$. Then

$$\delta n=\sum_\nu\delta f_\nu|\psi_\nu|^2,\qquad \delta\mathbf F=\sum_\nu\delta f_\nu\mathbf F_\nu ,$$

where $\mathbf F_\nu$ is the force from one electron in state $\nu$.

## Time reversal pairs the states

Without spin-orbit coupling or magnetism the Hamiltonian is real. If $H\psi_{\mathbf k}=E\psi_{\mathbf k}$, complex conjugation gives $H\psi_{\mathbf k}^*=E\psi_{\mathbf k}^*$. A lattice translation multiplies $\psi_{\mathbf k}$ by $e^{i\mathbf k\cdot\mathbf L}$ and $\psi^*_{\mathbf k}$ by $e^{-i\mathbf k\cdot\mathbf L}$. The conjugate is thus a Bloch state at $-\mathbf k$, with the same energy and the same density.

With spin-orbit coupling, conjugation is replaced by the antiunitary operator $T$, which also flips the spin. For any Hermitian operator $A$ that commutes with $T$,

$$\langle T\psi|A|T\psi\rangle=\langle T\psi|T(A\psi)\rangle=\langle\psi|A\psi\rangle^*=\langle\psi|A|\psi\rangle .$$

The second equality is the antiunitary rule for inner products, and the last holds because the expectation value is real. Both the density operator and the force operator $-\partial H/\partial\mathbf R$ qualify, so $\mathbf F_{T\nu}=\mathbf F_\nu$.

Now consider the occupations. A rigid shift $\delta\mathbf k$ of the equilibrium occupation $f_0$ gives

$$f_0(\mathbf k-\delta\mathbf k)-f_0(\mathbf k)=-\delta\mathbf k\cdot\nabla_{\mathbf k}f_0+\tfrac12(\delta\mathbf k\cdot\nabla_{\mathbf k})^2f_0-\dots$$

Time-reversed partners have equal energies and hence equal $f_0$. The first derivative is therefore odd: $\delta f_{T\nu}=-\delta f_\nu$. Summing over partners instead of states changes nothing, because every state is still counted once:

$$\delta\mathbf F=\sum_\nu\delta f_{T\nu}\mathbf F_{T\nu}=-\sum_\nu\delta f_\nu\mathbf F_\nu=-\delta\mathbf F\quad\Rightarrow\quad\delta\mathbf F=0 .$$

The same pairing gives $\delta n(\mathbf r)=0$ at every point. An electron added at $\mathbf k$ brings exactly the density that is removed at $-\mathbf k$: the current changes and the density does not. It follows that the current also adds no first-order force on any extra local potential, such as an impurity, as long as the force is evaluated with the unscattered states.

Oddness is an assumption about transport. The field drives the occupations with an odd source. The response is odd if the collision rates are unchanged when both states are time-reversed. Microreversibility gives $W_{\nu\nu'}=W_{T\nu',T\nu}$, so the required property follows if also $W_{\nu\nu'}=W_{\nu'\nu}$. Skew scattering can violate this last relation and may then leave an even part already at first order in the field. If the crystal and its scatterers have inversion symmetry, this is ruled out without spin-orbit coupling, but with it a spin-dependent even part can remain.

## What time reversal does, and what stationarity does

There is a second reason for some of the zeros. Displacing all atoms together is equivalent to displacing the electron the other way, so

$$\sum_j\mathbf F_j=\frac{i}{\hbar}\langle[\mathbf p,H]\rangle=\frac{i}{\hbar}\big(E\langle\mathbf p\rangle-E\langle\mathbf p\rangle\big)=0$$

for the atoms $j$ of one cell. Here $\mathbf p$ may be taken as Hermitian over a single cell because it preserves the Bloch condition. With one atom per cell each Bloch state exerts no force at all, even in a magnet. With several atoms, single states can exert large internal forces, and time reversal is what cancels them in the current.

A one-dimensional model shows the difference. A cell of 0.75 nm holds three Gaussian wells of width 0.06 nm at 0, 0.22 and 0.50 nm, with depths 3, 5 and 4 eV. It has no inversion centre, and three electrons per cell make it a metal. A state near the Fermi level, at $k=+2.1\ \mathrm{nm^{-1}}$, exerts the forces

$$(-0.7808,\,-1.0136,\,+1.7944)\ \mathrm{eV/nm}$$

on the three atoms. They add to zero, as stationarity demands, but none vanishes. The state at $-k$ gives the same three numbers. Shifting the occupation by $0.0419\ \mathrm{nm^{-1}}$ produces a force change whose part odd in the shift is below $10^{-15}$ eV/nm, which is rounding error.

Spin-orbit terms attached to the atoms split the levels at this wavevector by 231 meV. The odd force still vanishes to rounding, because the partner at $-k$ remains.

Magnetism need not spoil the result either. If all moments lie in one plane and spin-orbit coupling is absent, spin axes can be chosen so that the Hamiltonian contains only the real Pauli matrices. Conjugation alone then pairs $\mathbf k$ with $-\mathbf k$. The coplanar version of the model has no odd force to rounding.

Three mutually perpendicular moments leave no such pairing. With exchange wells half as strong as the scalar ones, the third level at $k=\pm2.1\ \mathrm{nm^{-1}}$ has different energies on the two sides (0.13 and 0.65 eV below the Fermi level) and densities that differ by up to 0.67 of the mean density, and the same shift gives an odd force of up to $7.1\times10^{-3}$ eV/nm on one atom. The forces in a cell still sum to zero, so they push its atoms relative to one another without dragging the cell as a whole. Being nonmagnetic is thus sufficient for the cancellation, but not necessary.

The second-order term of the shift is even, so partners add instead of cancelling. In the plain crystal it gives up to $2.4\times10^{-4}$ eV/nm at the shift above, and doubling the shift multiplies it by 4.00. The null result is a statement of first order.

## What a defect changes

Put a scatterer into the metal. Electrons arrive from far away with the shifted distribution, so the occupied states are labelled by their incident wave. Each consists of $e^{i\mathbf k\cdot\mathbf r}$ plus outgoing waves; call it $\psi^+_{\mathbf k}$. Its complex conjugate contains $e^{-i\mathbf k\cdot\mathbf r}$ plus *incoming* waves:

$$(\psi^+_{\mathbf k})^*=\psi^-_{-\mathbf k}\neq\psi^+_{-\mathbf k}.$$

Time reversal still holds for the Hamiltonian, but it no longer connects two members of the set in which the occupations are specified. The densities of $\psi^+_{\mathbf k}$ and $\psi^+_{-\mathbf k}$ may differ.

The first-order scattered wave shows where the asymmetry enters. From here on the host is a uniform electron gas, with $C=\hbar^2/2m$. The outgoing solution of $(\nabla^2+k^2)\psi_1=(V/C)\,e^{i\mathbf k\cdot\mathbf r}$ is

$$\psi_1(\mathbf r)=-\frac1{4\pi C}\int\frac{e^{iks}}{s}V(\mathbf r')e^{i\mathbf k\cdot\mathbf r'}d^3r',\qquad \mathbf s=\mathbf r-\mathbf r'.$$

The density change is $2\,\mathrm{Re}(e^{-i\mathbf k\cdot\mathbf r}\psi_1)$, that is,

$$n_1=-\frac1{2\pi C}\int\frac{V(\mathbf r')}{s}\big[\cos ks\cos\mathbf k\cdot\mathbf s+\sin ks\,\sin\mathbf k\cdot\mathbf s\big]d^3r'.$$

The second term is odd in $\mathbf k$. Replacing outgoing by incoming waves, $e^{iks}\to e^{-iks}$, reverses its sign. This is the asymmetry that the perfect crystal lacks. It is of first order in $V$, and the force contains another factor $\nabla V$, so a weak scatterer feels a force of order $V^2$.

## The force from one incident wave

For a spherical scatterer of any strength, expand the state about its centre:

$$\psi=\sum_l(2l+1)i^le^{i\delta_l}\frac{u_l(r)}rP_l(\cos\theta),\qquad u_l\to\frac1k\sin\!\Big(kr-\frac{l\pi}2+\delta_l\Big).$$

The incident density is one, and $\theta$ is measured from $\mathbf k$. The force along $\mathbf k$ is $g=\int|\psi|^2V'(r)\cos\theta\,d^3r$. The factor $\cos\theta$ connects only neighbouring $l$, through

$$\int_{-1}^1xP_lP_{l+1}dx=\frac{2(l+1)}{(2l+1)(2l+3)}.$$

The cross term of $l$ and $l+1$ carries $2(2l+1)(2l+3)\,\mathrm{Re}[i e^{i(\delta_{l+1}-\delta_l)}]$, and the real part equals $\sin(\delta_l-\delta_{l+1})$. With $2\pi$ from the azimuth,

$$g=8\pi\sum_l(l+1)\sin(\delta_l-\delta_{l+1})\int_0^\infty u_lu_{l+1}V'\,dr .$$

To do the radial integral, write $u=u_l$, $w=u_{l+1}$, $L=l+1$, $U=V/C$ and $M=u'w-uw'$. The radial equations are

$$u''=\Big(U+\frac{L(L-1)}{r^2}-k^2\Big)u,\qquad w''=\Big(U+\frac{L(L+1)}{r^2}-k^2\Big)w .$$

They give $M'=-2Luw/r^2$ and

$$(u'w')'=(U-k^2)(uw)'+\frac{L^2(uw)'+LM}{r^2}.$$

The last fraction is a total derivative, because

$$\Big(\frac{L^2uw}{r^2}-\frac{LM}{r}\Big)'=\frac{L^2(uw)'}{r^2}-\frac{2L^2uw}{r^3}+\frac{2L^2uw}{r^3}+\frac{LM}{r^2}.$$

Solving for $U(uw)'$ and inserting it in $U'uw=(Uuw)'-U(uw)'$ yields

$$U'uw=\frac{d}{dr}\Big[Uuw-u'w'-k^2uw+\frac{L^2uw}{r^2}-\frac{LM}{r}\Big].$$

The bracket vanishes at the origin, where $u\sim r^{l+1}$ and $w\sim r^{l+2}$. Far away only $-u'w'-k^2uw$ survives. It is minus the cosine of the difference of the two phases:

$$-\cos\!\Big(\frac\pi2+\delta_l-\delta_{l+1}\Big)=\sin(\delta_l-\delta_{l+1}).$$

The radial integral is therefore $C\sin(\delta_l-\delta_{l+1})$, and

$$g=8\pi C\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})=2Ck^2\sigma_{\rm tr},$$

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

This $\sigma_{\rm tr}$ is the transport cross-section $\int(1-\cos\theta)\,d\sigma$. The scattering amplitude $k^{-1}\sum(2l+1)e^{i\delta_l}\sin\delta_lP_l$ gives, by the same angular integrals,

$$\frac{4\pi}{k^2}\sum_l\big[(2l+1)\sin^2\delta_l-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\big].$$

Using $\sin^2(a-b)=\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)$ and collecting each $\sin^2\delta_l$ with weight $(l+1)+l$ turns this into the sum above.

Since $2Ck^2=(\hbar k/m)(\hbar k)$, the force is arrival speed times momentum times cross-section: the forward momentum lost by the electrons each second. The density picture and the momentum picture describe one force. It is never negative. An attractor is pulled towards a density excess downstream, while a repeller is pushed by an excess upstream.

## Summing over the shifted sea

At low temperature $f_0$ is a step at $k_F$, so $\delta f=\delta k\cos\theta\,\delta(k-k_F)$, with $\theta$ now measured from the drift. Each state pushes along its own $\mathbf k$, which adds another $\cos\theta$. With two spins,

$$F_w=2\int\frac{d^3k}{(2\pi)^3}\,\delta k\cos^2\theta\;\delta(k-k_F)\,g=\frac{k_F^2\,\delta k}{3\pi^2}\,g=n\,\delta k\,\frac{g}{k_F},$$

because $n=k_F^3/3\pi^2$. Inserting $g$ and $2Ck_F=\hbar v_F$ gives

$$F_w=n\,\hbar\,\delta k\,v_F\,\sigma_{\rm tr}.$$

Without scattering $\sigma_{\rm tr}=0$ and the wind stops, however large the current.

The force points along the electron drift, opposite to the field $\mathcal E=\rho J$. With $\hbar\delta k=mJ/(ne)$ and $\rho=m/(ne^2\tau)$, the effective wind charge number is

$$Z_w=-\frac{F_w}{e\mathcal E}=-n\,\sigma_{\rm tr}\lambda,\qquad\lambda=v_F\tau .$$

At fixed current density and fixed scatterer, $F_w$ does not depend on $\rho$, while $Z_w$ varies as $1/\rho$.

## Numbers for an interconnect

Take rough values in the regime of a copper line: $n=85\ \mathrm{nm^{-3}}$, $J=1\ \mathrm{MA/cm^2}$, $\rho=2.2\ \mu\Omega\,$cm, 378 K and a width of 100 nm. This resistivity is close to that of bulk copper at 378 K; surface scattering makes it higher in a line this narrow. Then $k_F=13.60\ \mathrm{nm^{-1}}$ and the Fermi energy is 7.05 eV. The drift speed is 0.73 m/s, so the sphere is shifted by $\delta k=6.34\times10^{-6}\ \mathrm{nm^{-1}}$.

For the defect choose $V=-V_0e^{-r^2/b^2}$ with $b=0.10$ nm and one unit of excess positive charge. One extra electron must screen it, which the Friedel sum rule $(2/\pi)\sum(2l+1)\delta_l=1$ expresses. This fixes $V_0=8.93$ eV. The first phase shifts are 0.659, 0.230, 0.037 and 0.005 rad, and

$$\sigma_{\rm tr}\approx0.0170\ \mathrm{nm^2}.$$

Integrating the actual scattering density against $\nabla V$ gives $g=0.2391\ \mathrm{eV\,nm^2}$. The phase-shift formula gives the same value to all six printed decimals. About 0.1 nm from the centre, one wave incident at $k_F$ has a mean density of 0.75 on the upstream hemisphere and 1.65 on the downstream one, relative to the incident density. For a repeller of height 5 eV and the same width the order reverses, 0.98 upstream and 0.64 downstream, yet its force is also along the drift. For a weak attractor, doubling $V_0$ from 0.1 to 0.2 eV multiplies the force by 4.01, in line with the $V^2$ law.

The wind force is

$$F_w=85\times6.343\times10^{-6}\times\frac{0.2391}{13.60}\ \mathrm{eV/nm}\approx9.5\ \mu\mathrm{eV/nm},$$

or $1.5\times10^{-15}$ N. The field exerts $e\mathcal E=0.22\ \mu$eV/nm on a unit charge, so $Z_w\approx-43$. The same number follows from $n\sigma_{\rm tr}\lambda$ with $\lambda=29.9$ nm.

The neglected effects differ widely in size:

- The second-order force of the model crystal, scaled to this $\delta k$, is about $5\times10^{-12}$ eV/nm, or $6\times10^{-7}$ of the wind force.
- The line's own magnetic field breaks time reversal. Estimated for a round wire it is 0.31 mT, and it turns an electron by about $10^{-6}$ rad in one relaxation time.
- The thermal energy is 0.005 of the Fermi energy.
- The direct force of the field on the ion, including the field's mixing of bands, is a separate contribution. Its scale for a unit charge, $e\mathcal E$, is 2% of the wind force.
- The mean free path is 0.30 of the line width, so surface scattering is not negligible. If it were fully diffuse, in a round wire of this diameter, it would raise the resistivity by about 27% and change $Z_w$, averaged over the cross-section, from $-43$ to about $-34$. The wind follows the local current, so $Z_w$ would run from about $-40$ on the axis to about $-19$ at the wall.
- The assumed form of the scatterer matters most among the effects sized here. With the screening charge held at one electron, $b=0.08$ nm gives $Z_w\approx-80$ (this well just binds an s state, which the Friedel sum includes) and $b=0.12$ nm gives $-24$. A screened Coulomb potential of unit charge, with its range fixed by the same sum rule, gives about $-122$.

The density, resistivity and current density are of the right order for copper lines, but $Z_w=-43$ is not a prediction for copper. It is far larger in magnitude than the effective charge of bulk copper at high temperature, which is roughly $-5$. Part of the gap is expected from $Z_w\propto1/\rho$, since hot copper is more resistive. The model also replaces a jumping atom and its neighbouring vacancy by an isolated charge in a uniform gas. In real lines atoms move largely along interfaces and grain boundaries, where the local current and the scattering both differ. The spread from $-24$ to $-80$ shows how strongly the number depends on the scatterer, but it does not bound the error for a real site. The full numerical output follows below.

## Calculated quantities

```
CRYSTAL: cell length 0.75 nm; atoms at [0.   0.22 0.5 ] nm
well depths [3. 5. 4.] eV; Gaussian width 0.06 nm
electrons per cell 3.0 ; exchange ratio 0.5
spin-orbit length 0.02 nm; temperature 378.0 K
probe wavevector 2.1 1/nm; trial shift 0.0419 1/nm
plain, forces on atoms at +k (eV/nm): [-0.7808 -1.0136  1.7944]
plain, forces on atoms at -k (eV/nm): [-0.7808 -1.0136  1.7944]
largest sum of forces in a cell, any state: 2.3e-12 eV/nm
spin-orbit splitting at probe: 231.2 meV
plain: max density mismatch of +k and -k / mean 2.85e-14
   largest odd force change 2.79e-16 eV/nm
spin-orbit: max density mismatch of +k and -k / mean 1.24e-13
   largest odd force change 7.95e-16 eV/nm
coplanar magnet: max density mismatch of +k and -k / mean 8.30e-14
   largest odd force change 7.78e-18 eV/nm
noncoplanar magnet: max density mismatch of +k and -k / mean 6.74e-01
   largest odd force change 7.13e-03 eV/nm
plain: largest even force change 2.38e-04 eV/nm
plain: even change, double shift / single shift 4.002
DEFECT: electron density 85.0 1/nm^3; k_F 13.602 1/nm
Fermi energy 7.049 eV; Fermi velocity 1.575e+06 m/s
scatterer width 0.1 nm; depth from Friedel sum 8.928 eV
phase shifts l=0..3 (rad): [0.659  0.2297 0.0372 0.0046]
transport cross-section 0.01696 nm^2
force per unit density, from density 0.239073 eV nm^2
force per unit density, from phases  0.239073 eV nm^2
hemisphere mean densities / incident at r = 0.0997 nm:
   attractor: upstream 0.7500, downstream 1.6481
   5 eV repeller: upstream 0.9829, downstream 0.6439
repeller force per unit density 0.06434 eV nm^2
weak scatterer: force ratio on doubling V 4.009
displaced-sphere sum / closed formula 0.999998
LINE: current density 1.0 MA/cm2; width 100.0 nm
resistivity 2.20 microohm cm; drift 0.734 m/s
Fermi-sphere shift 6.343e-06 1/nm; shift/k_F 4.66e-07
wind force 9.476 microeV/nm = 1.518e-15 N
force eE on unit charge 0.220 microeV/nm
effective wind charge number -43.1
NEGLECTED: second-order crystal force 5.4e-12 eV/nm
   same / wind force 5.8e-07
noncoplanar-magnet force at this shift 1.1e-06 eV/nm
thermal energy / Fermi energy 0.0046
self-field 0.314 mT; cyclotron angle 1.0e-06 rad
mean free path 29.9 nm; / line width 0.30
eE / wind force 0.0232
width 0.08 nm: depth 16.17 eV, cross-section 0.03156 nm^2, wind charge -80.2
width 0.12 nm: depth 5.38 eV, cross-section 0.00939 nm^2, wind charge -23.9
```
